# Slowest Carrier Decay in a Wafer with Equal Surface Recombination, part 2

After light is switched off, excess carriers in a wafer, \(-W/2<x<W/2\), decay by bulk and surface recombination. The task is to relate the late decay rate to the surface recombination velocity \(S\), the same on both faces unless stated otherwise. The excess minority density \(c\) obeys the balance equation

\[
\frac{\partial c}{\partial t}=Dc''-\frac{c}{\tau_b},
\]

with diffusivity \(D\), bulk lifetime \(\tau_b\) and a prime for \(\partial/\partial x\). Injection is low, and \(D\), \(S\) and \(\tau_b\) are constant. The algebra sets the elementary charge to 1, so \(D=\mu k_BT\) for mobility \(\mu\); numbers are in cm²/s, cm/s, µm and µs. With \(c=e^{-t/\tau_b}u\), the face conditions are

\[
u'=\mp\frac SD u\quad\text{at }x=\pm\tfrac W2. \tag{1}
\]

The slowest mode is \(\varphi=\cos kx\), with

\[
\theta=\frac{kW}2,\qquad \beta=\frac{SW}{2D},\qquad \theta\tan\theta=\beta,\qquad 0<\theta<\frac\pi2 .
\]

Its surface rate is \(\Gamma=Dk^2\), and the total late rate is \(1/\tau_b+\Gamma=1/\tau_{\rm eff}\). In the limits, \(\Gamma\approx2S/W\) for \(\beta\ll1\) and \(\Gamma\to\pi^2D/W^2\) for \(\beta\gg1\). If only one face is active, \(k\tan(kW)=S/D\). The next mode is odd; with equal faces, odd modes vanish from the thickness average. The surface lifetime \(1/\Gamma\) is bracketed by

\[
\frac W{2S}+\frac{W^2}{12D}<\frac1\Gamma<\frac W{2S}+\frac{W^2}{\pi^2D}. \tag{5}
\]

A measured \(\tau_{\rm eff}\) is inverted by

\[
\Gamma=\frac1{\tau_{\rm eff}}-\frac1{\tau_b},\qquad k=\sqrt{\frac\Gamma D},\qquad S=Dk\tan\frac{kW}2. \tag{6}
\]

The sensitivity of \(\Gamma\) to \(S\) is

\[
s\equiv\frac{d\ln\Gamma}{d\ln S}=\frac{2\sin2\theta}{2\theta+\sin2\theta}. \tag{7}
\]

For uniform generation, the slowest mode's initial share of the averaged signal is (integrals run over the thickness)

\[
A=\frac{(\int\varphi)^2}{W\int\varphi^2}=\frac{4\sin^2\theta}{\theta\,(2\theta+\sin2\theta)}. \tag{8}
\]

### 11. An oxidized silicon wafer

Take n-type silicon at 300 K with a thermal oxide on both faces. The minority carriers are holes. The parameters are rough typical values: \(W=300\) µm, hole mobility 450 cm²/Vs, doping \(10^{15}\) cm⁻³ and \(\tau_b=1000\) µs. The choice \(S=500\) cm/s stands for an oxide that passivates imperfectly.

With \(k_BT=0.02585\) eV, the diffusivity is \(D=450\times0.02585=11.63\) cm²/s. With the thickness expressed in cm,

\[
\beta=\frac{500\times0.0300}{2\times11.633}=0.6447 .
\]

The root of \(\theta\tan\theta=\beta\) is \(\theta=0.7261\), so \(k=2\theta/W=48.41\) cm⁻¹ and

\[
\Gamma=11.633\times48.406^2\approx2.726\times10^4\ {\rm s^{-1}},\qquad \frac1\Gamma=36.7\ \text{µs}.
\]

Adding the bulk rate of 1000 s⁻¹ gives \(2.826\times10^4\) s⁻¹, an effective lifetime of 35.4 µs. As an independent test, the wafer was divided into 2000 cells and the fluxes between them balanced. The lowest eigenvalue of the resulting matrix is 27258.7 s⁻¹, the same as \(Dk^2\) to the printed digits.

The wafer lies between the two limits. The flat-density term \(W/(2S)\) is 30.0 µs, and (5) brackets the surface lifetime between 36.4 and 37.8 µs. Other values of \(S\), with \(D\) and \(W\) held fixed, give:

| \(S\) (cm/s) | \(1/\Gamma\) (µs) | upper bound (µs) |
|---:|---:|---:|
| 10 | 1506 | 1508 |
| 100 | 156.5 | 157.8 |
| 1000 | 21.9 | 22.8 |
| 10000 | 9.10 | 9.34 |
| 100000 | 7.96 | 7.99 |

From the first row to the second the lifetime falls nearly tenfold, as \(W/(2S)\) requires. From the fourth to the last it falls by about an eighth, because diffusion sets the pace. If one face is made inactive at \(S=500\) cm/s, the surface lifetime rises to 87.4 µs. This is more than twice 36.7 µs, since carriers must also cross a greater distance.

### 12. Following a pulse

Let a short pulse be absorbed near the front face, with an initial density that falls exponentially over 30 µm. A calculation with 300 cells gives these momentary decay rates:

| time (µs) | average (s⁻¹) | front face (s⁻¹) |
|---:|---:|---:|
| 2 | 45100 | 270800 |
| 10 | 28470 | 78400 |
| 40 | 28260 | 28830 |
| 100 | 28260 | 28260 |

The front-face column refers to the first cell. Integrating the balance equation over the thickness explains the early average:

\[
-\frac{d}{dt}\int c=\frac1{\tau_b}\int c+S\left(c(\tfrac W2)+c(-\tfrac W2)\right).
\]

Just after the pulse the density is high at the front face compared with its average, so the surface takes a larger share. The density at the front falls faster still, because carriers also diffuse inward.

By 10 µs the averaged signal is within 1 % of its final rate; the front signal is not. The first odd mode decays at 186300 s⁻¹ and the second even mode at 574300 s⁻¹, both without the bulk part. Because the faces are equal, the averaged signal has to wait for the even mode alone. The front signal must wait for the odd one, which fades relative to the slowest mode at \(186300-27260\approx159000\) s⁻¹. At 40 µs the front rate exceeds its final value by about 570 s⁻¹. If the odd mode causes this, its share of the front signal is \(570/159000\approx0.4\) %. Between 10 and 40 µs its ratio to the slowest mode should fall by \(e^{-4.8}\approx1/120\). The excess rate at 10 µs, about 50200 s⁻¹, if ascribed to the odd mode alone, implies a share of about 0.32 and a ratio of \(0.32/0.68\approx0.47\), which would leave 0.004 at 40 µs. The two entries agree with this explanation.

With uniform generation the slowest mode carries 99.3 % of the averaged signal from the start, by (8). This is a property of these parameters: for a very strong surface \(\theta\to\pi/2\), and (8) gives \(8/\pi^2\approx81\) %.

Applied to the late averaged rate, (6) returns \(S=500\) cm/s. If bulk recombination is ignored, the result is 523 cm/s. As \(S\) in (6) rises with \(\Gamma\), setting \(1/\tau_b=0\) gives an upper limit on \(S\) when the bulk lifetime is unknown, provided \(1/\tau_{\rm eff}<\pi^2D/W^2\). Beyond that value the tangent changes sign and no limit follows. The limit also assumes equal faces: for faces of 0 and 1000 cm/s it comes out at 309 cm/s, below both the larger velocity and the mean. The thin-wafer formula \(S=W\Gamma/2\) gives 409 cm/s, 18 % below the true value, because it leaves out the diffusion time.

### 13. What the model neglects

The sizes below are changes of \(\Gamma\) relative to its value in the example, unless stated otherwise.

**Surface properties.** By (7) the sensitivity here is \(s=0.81\). Raising both velocities by 20 % raises \(\Gamma\) by 15.6 %. Setting the faces to \(0.8S\) and \(1.2S\) lowers it by 1.4 %. The second change is small because exchanging the faces cannot alter the rate, so at fixed mean velocity the first-order effect of a difference vanishes. The approach to this rate is more sensitive, because the second mode is no longer odd and enters the average. After the pulse of section 12 the averaged rate at 10 µs lies about 5 % below its final value if the front face is the weaker one, and about 7.5 % above it if the front face is the stronger one.

**Injection level.** Electrons and holes must move together to keep the wafer neutral. Let \(n\) and \(p\) be their total densities, \(F\) the internal field, and \(D_n,D_p\) and \(\mu_n,\mu_p\) their diffusivities and mobilities. With equal excess densities \(c\), the hole and electron fluxes are \(-D_pc'+\mu_ppF\) and \(-D_nc'-\mu_nnF\). No net current flows, so they are equal, which gives

\[
F=\frac{(D_p-D_n)c'}{\mu_pp+\mu_nn}.
\]

Insert this in the hole flux and use \(\mu=D/k_BT\). The flux becomes \(-D_ac'\) with

\[
D_a=\frac{D_p\mu_nn+D_n\mu_pp}{\mu_pp+\mu_nn}=\frac{n+p}{n/D_p+p/D_n}.
\]

For \(n\gg p\) this is \(D_p\), as assumed. With an excess density of \(10^{13}\) cm⁻³ and an electron mobility of 1200 cm²/Vs, using \(D_a\) throughout the wafer changes \(\Gamma\) by 0.1 %. At high injection \(n\approx p\) and \(D_a=16.9\) cm²/s, which raises \(\Gamma\) by 6.2 % if \(S\) stays the same. This sizes the diffusivity alone: at high injection \(S\) and \(\tau_b\) change as well, and \(S\) may change by far more.

**Charge in the oxide.** Thermal oxides commonly hold positive fixed charge. On n-type silicon it attracts electrons and repels holes from a thin layer. Let \(v\) be the potential in units of \(k_BT/e\) and \(L_D\) the Debye length, 0.13 µm here. With Boltzmann electrons and fixed donors, \(v''=(e^v-1)/L_D^2\). Multiplying by \(v'\) and integrating from the neutral interior gives \(v'^2=2(e^v-v-1)/L_D^2\). The hole density is reduced by \(e^{-v}\), so the missing holes correspond to a length

\[
X=\int(1-e^{-v})\,dx=L_D\int_0^{v_s}\frac{1-e^{-v}}{\sqrt{2(e^v-v-1)}}\,dv ,
\]

where \(v_s\) is the value at the face. For strong accumulation \(X\) approaches 0.22 µm. A store of \(-Xc\) per unit area changes at the rate \(+\Gamma Xc\) through surface decay, so the flux into the layer is \((S+X\Gamma)c\). Here \(X\Gamma/S\approx0.12\) %, and multiplying by \(s\) gives a change of 0.1 %. This is the storage term alone. The velocity \(S\) then refers to the density at the inner edge of the layer with the Boltzmann factor removed, that is to \(ce^{v}\), and placing that edge at a depth \(d\) adds about \(sSd/D\); the total change is about 0.2 % for \(d=3L_D\) and 0.5 % for \(d=10L_D\). At \(3L_D\) the bands of a strongly accumulated surface are still bent by about \(0.1k_BT\), so the same \(S\) referred to the actual density there would give a rate 7 to 10 % lower; at \(10L_D\) the distinction is negligible. If the surface attracts minority carriers instead, as positive charge does on p-type silicon, the reduction is replaced by an enhancement that grows steeply with the charge. For a doping of \(10^{15}\) cm⁻³ and an excess density of \(10^{13}\) cm⁻³, the Boltzmann form gives a factor of about 2.4 at \(10^{10}\) cm⁻² and about 2000 at \(10^{11}\) cm⁻². At the larger charge the carriers stored at a face amount to about 40 % of those in half the wafer and alter the band bending, and a constant \(S\) in (1) is no longer justified.

**Smaller effects.** At 330 K, with mobility taken to vary as \(T^{-2.2}\) and \(S\) as \(T^{1/2}\), \(\Gamma\) rises by 1.5 %. This small figure is a near-cancellation of the two changes and rests on the law assumed for \(S\). With \(S\) independent of temperature \(\Gamma\) falls by 2.2 %. On a face accumulated by a fixed charge the surface electron density falls roughly as \(1/T\), which gives \(S\) a further factor of up to \(T\), and \(\Gamma\) then rises by 4 to 9 % for charges from \(10^{10}\) to \(10^{12}\) cm⁻². A perfectly absorbing edge at a radius of 50 mm adds less than 3 s⁻¹ to the rate of the slowest mode. During the decay followed here the edge matters only in its own neighbourhood, since the diffusion length \(\sqrt{Dt}\) is about 0.3 mm at 100 µs; a probe near the centre does not notice it. At low injection, radiative and Auger recombination contribute less than 10 s⁻¹ (6 s⁻¹ with the rough coefficients used here) and belong in \(1/\tau_b\). The hole mean free path, roughly 0.02 µm, is far below \(W\), as diffusion requires. The doping is about \(4\times10^{-5}\) of the band's effective density of states, so the electrons in the neutral interior are non-degenerate, and no voltage is applied across it. This does not extend to a strongly accumulated face: an oxide charge of \(10^{12}\) cm⁻² gives a surface field of about \(1.5\times10^5\) V/cm and, in the classical Boltzmann form, an electron density at the face of about a tenth of the effective density of states. That form is already unreliable within a few nanometres of the face, because the field confines the electrons: on a (100) face the lowest levels lie about 2 to 3 \(k_BT\) above the band edge, the density peaks about 2 nm inside at roughly half the classical value, and the surface potential is about \(k_BT\) higher. Such charges also sit badly with the value of \(S\) chosen here. The hole density at the interface is \(ce^{-v_s}\), so \(S=500\) cm/s needs an interface velocity \(Se^{v_s}\) of at least \(1.5\times10^6\) cm/s at \(10^{12}\) cm⁻² and above \(10^7\) cm/s at \(3\times10^{12}\) cm⁻², while a quarter of the hole thermal speed is about \(4\times10^6\) cm/s. The example therefore fits a weakly or moderately accumulated face, and the strong-accumulation value of \(X\) is an upper limit. About four fifths of the length \(X\) comes from the part of the layer bent by less than \(3k_BT\), and for charges from \(10^{11}\) to \(3\times10^{12}\) cm⁻² confinement or degeneracy of the electrons at the face changes \(X\) by about 1 % or less; at \(10^{10}\) cm⁻², where \(X\) is smaller, the change is about 3 %.

**The real case.** The thickness, doping and mobility are ordinary for silicon wafers. A well-annealed oxide can have an \(S\) of order 10 cm/s, far below the value chosen here; by the first table the surface lifetime would then be about 1500 µs, and bulk recombination, with its 1000 µs, would be the larger part of the decay. One assumption open to doubt in a real wafer is a constant \(S\), since recombination through interface states depends on the carrier densities at the surface. A drift of 20 % in \(S\) during the decay would move the local rate by about 16 %, more than any other effect sized above. On an accumulated n-type face the holes limit the recombination; their surface density is \(np\) divided by a surface electron density that the oxide charge holds nearly fixed, so \(S\) grows roughly in proportion to \(n\). For an oxide charge of \(10^{11}\) cm⁻² or more, that is about 1 % at an excess density of \(10^{13}\) cm⁻³, and a drift of 20 % needs about \(2\times10^{14}\) cm⁻³, at the edge of low injection. For a charge near \(10^{10}\) cm⁻² the surface electron density is not held fixed and the growth is half as large or less. All of this assumes laterally uniform excitation. At the centre of a uniformly lit spot of radius \(R\), sideways diffusion multiplies the density by \(1-e^{-R^2/4Dt}\). At 100 µs this adds about 10 % to \(\Gamma\) for a spot 2 mm across and 28 % for one 1 mm across; for 5 mm it is negligible at the centre, but a probe that averages over the whole lit spot still sees about 3 %, from the loss at the rim. A late signal that is not a straight line on a logarithmic plot, after the faster modes have died out, is a warning that an assumption of the model fails: for example, the constants are not constant, the excitation or the wafer is not uniform across the probed area, or traps, which the model leaves out, capture carriers and release them later, adding a slow tail even when all rates are constant. The converse does not hold: unequal faces also give a straight late line. In the cases computed, (6) then returns a value between the smaller velocity and the mean of the two. It is close to the mean when both surfaces are weak or nearly equal (faces of 0 and 20 cm/s yield 9.9 cm/s, faces of 400 and 600 cm/s yield 491 cm/s) and far below it when they are strong and unequal. Faces of 0 and 1000 cm/s yield 290 cm/s, and faces of 10 and \(10^4\) cm/s yield about 570 cm/s. Traps that exchange carriers quickly also leave the late line straight but lower its slope: with capture at \(2\times10^5\) s⁻¹ and release at \(10^6\) s⁻¹, (6) returns about 400 cm/s instead of 500 cm/s. The numerical output below lists the parameters and the main values; some of the estimates in this section are not part of it.

## Numbers as computed

```
temperature 300 K, kT 0.02585 eV
hole mobility 450, electron 1200 cm2/Vs
hole diffusivity D 11.633 cm2/s
thickness W 300 um, S 500 cm/s
bulk lifetime 1000 us, doping 1.0e+15 cm-3
excess density 1.0e+13 cm-3
beta = SW/2D 0.6447, theta = kW/2 0.7261 rad
k 48.406 cm-1
surface rate Dk^2 27258.7 s-1
surface lifetime 36.686 us
total rate 28258.7 s-1
effective lifetime 35.387 us
same rate, numerical 27258.7 s-1
first odd mode rate 186299 s-1
second even mode rate 574263 s-1
dlnGamma/dlnS 0.8122
slowest-mode weight, uniform start 0.99320
one active face: lifetime 87.449 us
S (cm/s): lower bound, exact, upper bound of lifetime (us)
  10: 1506.447, 1506.452, 1507.839
  100: 156.447, 156.501, 157.839
  500: 36.447, 36.686, 37.839
  1000: 21.447, 21.862, 22.839
  10000: 7.947, 9.096, 9.339
  100000: 6.597, 7.961, 7.989
largest excess of upper bound 5.06 % at beta 2.55
pulse absorption depth 30 um
time (us): decay rate of mean, of front density (s-1)
  2: 45111.5, 270784.8
  10: 28471.0, 78422.1
  40: 28258.6, 28826.8
  100: 28258.6, 28258.6
S recovered from late decay 500.00 cm/s
S if bulk loss is ignored 522.8 cm/s
S from thin-wafer formula 408.9 cm/s
changes of surface rate by neglected effects:
  faces at 0.8 S and 1.2 S: -1.43 %
  both S raised by 20 %: 15.64 %
  ambipolar, given excess density: 0.115 %
  high-injection D 16.92 cm2/s: 6.18 %
  accumulation layer, upper limit: 0.096 %
  at 330 K: 1.51 %
Debye length 0.1293 um, excluded 0.2171 um
edge loss, radius 50 mm: < 2.69 s-1
radiative plus Auger, rough 6.0 s-1
hole mean free path, rough 0.0205 um
hole mean thermal speed, rough 1.70e+07 cm/s
doping / band density of states 3.6e-05
```
